**Barriers of a uniaxial bit in an axial stray field**

A single-domain bit with anisotropy energy \(KV=\Delta\,kT\) in an axial field \(B=hB_K\), where \(B_K=2K/M_s\), has barriers \(\Delta(1+h)^2\) and \(\Delta(1-h)^2\) in units of \(kT\). The program searches the energy numerically for its minima and top, and asserts agreement with these formulas at \(h=0\), 0.05 and 0.3. It asserts that the opposed minimum exists at \(0.9\,B_K\) and is gone at \(1.1\,B_K\), and that the barrier difference is unchanged by an added \(\sin^4\theta\) anisotropy. It also asserts that the ratio of mean first-passage times, computed by quadrature, follows \(e^{4h\Delta}(1-h)/(1+h)\) to within 0.02 in its logarithm, and that the minimized energy of a domain-wall profile is \(4\sqrt{AK}\), with \(A\) the exchange stiffness. For \(\Delta=60\) and \(h=0.05\) the output shows barriers of 66.15 and 54.15 kT, a difference of 12.00 kT. The remaining lines give retention figures for a 30 nm bit and the size of several neglected effects, based on rough typical material values.

## Verification by program

```python
"""
Result under test: a uniaxial single-domain bit with K V = Delta kT in an axial
field B = h B_K has barriers Delta (1+h)^2 (state aligned with the field) and
Delta (1-h)^2 (opposed state), in units of kT; they differ by 4 h Delta.
Symbols: K effective anisotropy constant, V volume, Ms magnetization,
B_K = 2 K / Ms anisotropy field (as mu0 H_K), theta angle from the field axis.
For Delta = 60 and h = 0.05 the difference is 12 kT.
Material parameters are rough typical values for a CoFeB/MgO free layer.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.optimize import minimize_scalar

# Inputs
delta = 60.0
h = 0.05
temperature = 300.0            # K
diameter = 30e-9               # m
thickness = 1.5e-9             # m
Ms = 1.0e6                     # A/m
attempt_time = 1e-9            # s
n_bits = 1e9
storage_years = 10.0
damping = 0.01

kT = const.k * temperature
volume = np.pi / 4 * diameter**2 * thickness
K = delta * kT / volume
B_K = 2 * K / Ms
B_stray = h * B_K


def energy(theta, K1, B_axial, B_trans=0.0, K2=0.0):
    """Energy in joules; the transverse field lies in the plane of theta."""
    s, c = np.sin(theta), np.cos(theta)
    return volume * (K1 * s**2 + K2 * s**4 - Ms * (B_axial * c + B_trans * s))


def barriers(K1, B_axial, B_trans=0.0, K2=0.0, thermal=kT):
    """Search for both minima and the top; return barriers and top angle."""
    def scaled(theta):
        return energy(theta, K1, B_axial, B_trans, K2) / thermal

    def search(sign, low, high):
        found = minimize_scalar(lambda t: sign * scaled(t), bounds=(low, high),
                                method="bounded", options={"xatol": 1e-9})
        return found.x, scaled(found.x)

    _, e_aligned = search(1, -0.5, 0.7)
    _, e_opposed = search(1, np.pi - 0.7, np.pi + 0.5)
    angle, e_top = search(-1, 0.7, np.pi - 0.7)
    return e_top - e_aligned, e_top - e_opposed, angle


# Barriers from the energy itself against the closed formulas
for field_ratio in (0.0, h, 0.3):
    up, down, angle = barriers(K, field_ratio * B_K)
    assert abs(up - delta * (1 + field_ratio)**2) < 1e-6
    assert abs(down - delta * (1 - field_ratio)**2) < 1e-6
    assert abs(np.cos(angle) + field_ratio) < 1e-5
aligned, opposed, top_angle = barriers(K, B_stray)
assert abs(aligned - opposed - 12.0) < 1e-6

# The opposed minimum exists just below B_K and is gone just above it
angles = np.linspace(0, np.pi, 2001)
below = np.diff(energy(angles, K, 0.9 * B_K) / kT)
above = np.diff(energy(angles, K, 1.1 * B_K) / kT)
assert np.any(below < 0) and np.all(above > 0)

# The difference does not depend on the shape of the anisotropy
aligned_k2, opposed_k2, _ = barriers(K, B_stray, K2=0.1 * K)
assert abs(aligned_k2 - opposed_k2 - 4 * h * delta) < 1e-6
assert abs(opposed_k2 - opposed) > 1.0


def passage_time(signed_h):
    """Mean first-passage time from cos = -1 to well past the top, in units
    of the free diffusion time; positive signed_h opposes the start state."""
    x = np.linspace(-1.0, 0.6, 400001)
    u = -delta * (x**2 + 2 * signed_h * x)
    u = u - u[0]
    inner = cumulative_trapezoid(np.exp(-u), x, initial=0.0)
    # The first point is dropped: its contribution is negligible
    return 2 * trapezoid(np.exp(u[1:]) * inner[1:] / (1 - x[1:]**2), x[1:])


time_opposed = passage_time(h)
time_aligned = passage_time(-h)
diffusion_ratio = time_aligned / time_opposed
expected_log = 4 * h * delta + np.log((1 - h) / (1 + h))
# Tolerance allows for corrections of relative order 1/Delta
assert abs(np.log(diffusion_ratio) - expected_log) < 0.02
gamma = const.physical_constants["electron gyromag. ratio"][0]
free_time = (1 + damping**2) * Ms * volume / (2 * damping * gamma * kT)
implied_attempt = time_opposed * free_time * np.exp(-opposed)

# Retention with one common attempt time
year = const.Julian_year


def wait_years(barrier):
    return attempt_time * np.exp(barrier) / year


def flipped_bits(barrier):
    return -n_bits * np.expm1(-storage_years / wait_years(barrier))


# Domain-wall energy per area, checked by minimizing over the wall width
def wall_energy(A):
    return 4 * np.sqrt(A * K)


def profile_energy(width_nm, A):
    w = width_nm * 1e-9
    # theta = 2 atan(exp(x/w)): slope and sine are both sech(x/w)
    integral = quad(lambda y: 1 / np.cosh(y)**2, -20, 20)[0]
    return (A / w + K * w) * integral


stiffness = (10e-12, 15e-12)   # J/m
wall_barriers = []
for A in stiffness:
    best = minimize_scalar(profile_energy, bounds=(1, 50), args=(A,),
                           method="bounded")
    assert abs(best.fun / wall_energy(A) - 1) < 1e-6
    wall_barriers.append(wall_energy(A) * diameter * thickness / kT)

# Other neglected effects, with the stray field held fixed
hot = const.k * (const.zero_Celsius + 85)
hot_pair = barriers(K, B_stray, thermal=hot)
hot_soft = barriers(0.9 * K, B_stray, thermal=hot)
tilted = barriers(K, B_stray, B_trans=0.01 * B_K)
spread = 0.05


def weighted_rate(z):
    local = barriers(K * (1 + spread * z), B_stray)[1]
    return np.exp(opposed - local - z**2 / 2) / np.sqrt(2 * np.pi)


z_grid = np.linspace(-8, 8, 321)
spread_factor = trapezoid([weighted_rate(z) for z in z_grid], z_grid)

# Report
eV = const.e
print(f"Delta = {delta:.0f} kT, h = {h:.2f}, T = {temperature:.0f} K")
print(f"diameter = {diameter*1e9:.0f} nm, thickness = {thickness*1e9:.1f} nm")
print(f"Ms = {Ms/1e3:.0f} kA/m, volume = {volume*1e27:.1f} nm^3")
print(f"kT = {kT/eV*1e3:.2f} meV, K V = {K*volume/eV:.3f} eV")
print(f"K = {K/1e3:.1f} kJ/m^3")
print(f"mu0 H_K = {B_K*1e3:.1f} mT, stray field = {B_stray*1e3:.2f} mT")
print(f"energy of aligned state = {energy(0, K, B_stray)/kT:.2f} kT")
print(f"energy of opposed state = {energy(np.pi, K, B_stray)/kT:.2f} kT")
print(f"energy at top = {energy(top_angle, K, B_stray)/kT:.2f} kT")
print(f"angle of top = {np.degrees(top_angle):.2f} degrees")
print(f"barrier, aligned = {aligned:.2f} kT = {aligned*kT/eV:.3f} eV")
print(f"barrier, opposed = {opposed:.2f} kT = {opposed*kT/eV:.3f} eV")
gap = aligned - opposed
print(f"difference = {gap:.2f} kT = {gap*kT/eV:.3f} eV")
print(f"common shift h^2 Delta = {(aligned+opposed)/2-delta:.2f} kT")
print(f"with K2 = 0.1 K: aligned {aligned_k2:.2f}, opposed {opposed_k2:.2f} kT")
print(f"with K2 = 0.1 K: difference {aligned_k2-opposed_k2:.2f} kT")
print(f"attempt time assumed = {attempt_time*1e9:.1f} ns")
for name, value in (("no field", delta), ("aligned", aligned),
                    ("opposed", opposed)):
    print(f"mean wait, {name} = {wait_years(value):.2e} years")
    print(f"flipped of {n_bits:.0e} bits in {storage_years:.0f} years, "
          f"{name} = {flipped_bits(value):.3g}")
print(f"wait ratio, equal attempt times = {np.exp(gap):.4g}")
print(f"wait ratio, diffusion model = {diffusion_ratio:.4g}")
print(f"diffusion ratio / equal-time ratio = {diffusion_ratio/np.exp(gap):.3f}")
print(f"attempt time for damping {damping:.2f}, opposed = "
      f"{implied_attempt*1e9:.2f} ns")
print(f"85 C, same K and Ms: aligned {hot_pair[0]:.2f}, "
      f"opposed {hot_pair[1]:.2f} kT(85 C)")
print(f"85 C, K down 10 percent: aligned {hot_soft[0]:.2f}, "
      f"opposed {hot_soft[1]:.2f} kT(85 C)")
print(f"transverse field of 0.01 H_K: aligned {tilted[0]:.2f}, "
      f"opposed {tilted[1]:.2f} kT")
for A, value in zip(stiffness, wall_barriers):
    print(f"wall across bit, no field, A = {A*1e12:.0f} pJ/m: {value:.1f} kT")
print(f"K spread of {spread*100:.0f} percent: mean opposed flip rate "
      f"times {spread_factor:.0f}")
print("PASS")
```

Output:

```
Delta = 60 kT, h = 0.05, T = 300 K
diameter = 30 nm, thickness = 1.5 nm
Ms = 1000 kA/m, volume = 1060.3 nm^3
kT = 25.85 meV, K V = 1.551 eV
K = 234.4 kJ/m^3
mu0 H_K = 468.8 mT, stray field = 23.44 mT
energy of aligned state = -6.00 kT
energy of opposed state = 6.00 kT
energy at top = 60.15 kT
angle of top = 92.87 degrees
barrier, aligned = 66.15 kT = 1.710 eV
barrier, opposed = 54.15 kT = 1.400 eV
difference = 12.00 kT = 0.310 eV
common shift h^2 Delta = 0.15 kT
with K2 = 0.1 K: aligned 72.13, opposed 60.13 kT
with K2 = 0.1 K: difference 12.00 kT
attempt time assumed = 1.0 ns
mean wait, no field = 3.62e+09 years
flipped of 1e+09 bits in 10 years, no field = 2.76
mean wait, aligned = 1.70e+12 years
flipped of 1e+09 bits in 10 years, aligned = 0.0059
mean wait, opposed = 1.04e+07 years
flipped of 1e+09 bits in 10 years, opposed = 960
wait ratio, equal attempt times = 1.628e+05
wait ratio, diffusion model = 1.47e+05
diffusion ratio / equal-time ratio = 0.903
attempt time for damping 0.01, opposed = 0.30 ns
85 C, same K and Ms: aligned 55.41, opposed 45.36 kT(85 C)
85 C, K down 10 percent: aligned 50.40, opposed 40.35 kT(85 C)
transverse field of 0.01 H_K: aligned 64.96, opposed 52.96 kT
wall across bit, no field, A = 10 pJ/m: 66.5 kT
wall across bit, no field, A = 15 pJ/m: 81.5 kT
K spread of 5 percent: mean opposed flip rate times 88
PASS
```
